# Heavy-Hole Masses in Compressively Strained Germanium: a program that tests the result

```python
"""Heavy-hole (HH) masses of compressively strained (001) germanium.

Result under test: at the band edge, with HH split from light holes (LH),
    m_z = m0/(g1 - 2 g2)   and   m_plane = m0/(g1 + g2).
g1, g2, g3: Luttinger parameters; T = hbar^2/(2 m0) in eV nm^2;
k in 1/nm; energies in eV, electron energy upward; z is the growth axis.
delta: upward HH strain shift; split-off energy: spin-orbit splitting.
Independent road: diagonalize p orbitals with spin, strain and k terms.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

T = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
# Rough typical germanium values (Luttinger set: low temperature)
g1, g2, g3 = 13.4, 4.2, 5.7
split_off = 0.30
shear_b = -2.2
c12_over_c11 = 0.37
gap_cold, gap_warm = 0.89, 0.80
kane_energy = 26.0
gap_deformation = -9.0
electron_mass = 0.04
# Example: well in a room-temperature modulator
strain_plane = -0.004
width = 10.0
offset = 0.10
temperature = 300.0
kT = const.k * temperature / const.e

strain_z = -2 * c12_over_c11 * strain_plane
delta = shear_b * (strain_plane - strain_z)
splitting4 = 2 * delta

# Spin-3/2 matrices
m_values = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(15 / 4 - m_values[1:] * (m_values[1:] + 1)), 1)
J = [(raising + raising.T) / 2, (raising - raising.T) / 2j,
     np.diag(m_values)]


def four_band(k, shift=delta):
    """Luttinger form in angular-momentum matrices, with strain."""
    k = np.asarray(k, float)
    h = (g1 + 2.5 * g2) * (k @ k) * np.eye(4, dtype=complex)
    for i in range(3):
        h -= 2 * g2 * k[i]**2 * J[i] @ J[i]
        for j in range(i + 1, 3):
            h -= 2 * g3 * k[i] * k[j] * (J[i] @ J[j] + J[j] @ J[i])
    return -T * h + shift * (J[2] @ J[2] - 1.25 * np.eye(4))


# Orbital angular momentum of p_x, p_y, p_z and Pauli matrices
L_orb = np.zeros((3, 3, 3), complex)
for i, j, l in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L_orb[i, j, l], L_orb[i, l, j] = -1j, 1j
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.diag([1, -1])]
L_dot_sigma = sum(np.kron(L_orb[i], pauli[i]) for i in range(3))


def p_static(shift, so):
    """Strain and spin-orbit terms of the six p spin-orbitals."""
    return (np.kron(np.diag([shift, shift, -2 * shift]), np.eye(2))
            + so / 3 * L_dot_sigma)


def six_band(k, shift=delta, so=split_off):
    """p-orbital k.p Hamiltonian including the split-off band."""
    k = np.asarray(k, float)
    orbital = 6 * g3 * np.outer(k, k)
    for i in range(3):
        orbital[i, i] = (g1 - 2 * g2) * (k @ k) + 6 * g2 * k[i]**2
    return -T * np.kron(orbital, np.eye(2)) + p_static(shift, so)


def inverse_mass(hamiltonian, direction, index=-1):
    """m0/m at the band edge from a small finite step in k."""
    step = 2e-3
    u = np.array(direction, float)
    u /= np.linalg.norm(u)
    e0 = np.linalg.eigvalsh(hamiltonian(0 * u))[index]
    e1 = np.linalg.eigvalsh(hamiltonian(step * u))[index]
    return (e0 - e1) / (T * step**2)


X, Z, DIAG = (1, 0, 0), (0, 0, 1), (1, 1, 0)
inv_z, inv_plane = g1 - 2 * g2, g1 + g2

# Two forms of the Hamiltonian agree when the split-off band is remote
k_test = np.array([0.21, -0.13, 0.17])
far = 1e5
assert np.allclose(
    np.linalg.eigvalsh(six_band(k_test, so=far))[2:] - far / 3,
    np.linalg.eigvalsh(four_band(k_test)), atol=1e-6)

# HH masses, including an oblique direction; small step error is O(k^2)
assert np.isclose(inverse_mass(six_band, Z), inv_z, rtol=3e-4)
for u in (X, DIAG):
    assert np.isclose(inverse_mass(six_band, u), inv_plane, rtol=3e-4)
assert np.isclose(inverse_mass(six_band, (1, 2, 3)),
                  (5 * inv_plane + 9 * inv_z) / 14, rtol=1e-3)
# LH masses in the four-band model
assert np.isclose(inverse_mass(four_band, Z, 0), g1 + 2 * g2, rtol=3e-4)
assert np.isclose(inverse_mass(four_band, X, 0), g1 - g2, rtol=3e-4)


# Without strain the upper band is heavy along x; tension reverses order
def relaxed(k):
    return six_band(k, shift=0.0)


def tensile(k):
    return six_band(k, shift=-delta)


assert np.isclose(inverse_mass(relaxed, X), inv_z, rtol=3e-4)
assert inverse_mass(tensile, Z) > inverse_mass(tensile, X)

# Strain splitting with a finite split-off energy
edges = np.linalg.eigvalsh(six_band((0, 0, 0)))
splitting6 = edges[-1] - edges[3]
root = np.sqrt((split_off - delta)**2 + 8 * delta**2)
assert np.isclose(splitting6, delta + (delta + split_off - root) / 2)


# Conduction-band coupling lightens HH only in the plane
def eight_band(k):
    h = np.zeros((8, 8), complex)
    h[2:, 2:] = p_static(delta, split_off)
    h[:2, :2] = (split_off / 3 + delta + gap_cold) * np.eye(2)
    row = 1j * np.sqrt(kane_energy * T) * np.asarray(k, float)[None, :]
    h[:2, 2:] = np.kron(row, np.eye(2))
    h[2:, :2] = h[:2, 2:].conj().T
    return h


s_part = kane_energy / (2 * gap_cold)
assert np.isclose(inverse_mass(eight_band, X, 5), s_part, rtol=2e-3)
assert abs(inverse_mass(eight_band, Z, 5)) < 1e-5

# Closed in-plane dispersion and its first correction
for u, g in ((X, g2), (DIAG, g3)):
    u = np.array(u) / np.linalg.norm(u)
    for k in (0.1, 0.4, 1.0):
        t = T * k**2
        energy = delta - np.linalg.eigvalsh(four_band(k * u))[-1]
        closed = g1 * t + delta - np.sqrt((delta - g2 * t)**2
                                         + 3 * g**2 * t**2)
        assert np.isclose(energy, closed, atol=1e-10)
t10 = 0.1 * inv_plane * splitting4 / (6 * g3**2)
k10 = np.sqrt(t10 / T)
u110 = np.array(DIAG) / np.sqrt(2)


def bulk_hole(t):
    k = np.sqrt(t / T)
    return delta - np.linalg.eigvalsh(four_band(k * u110))[-1]


slope = (bulk_hole(1.001 * t10) - bulk_hole(0.999 * t10)) / (0.002 * t10)
# The next term of the expansion is about one percent here
assert np.isclose(slope, 0.9 * inv_plane, rtol=0.03)


def well(bulk, k, modes=12, pad=0.0, barrier=0.0):
    """Well Hamiltonian in sine modes of a hard box of size width+2*pad."""
    box = width + 2 * pad
    n = np.arange(1, modes + 1)
    a, b = n[:, None], n[None, :]
    odd = (a + b) % 2 == 1
    denominator = np.where(odd, a**2 - b**2, 1)
    kz = -1j * np.where(odd, 4 * a * b / (box * denominator), 0.0)
    kz2 = np.diag((n * np.pi / box)**2)
    minus, zero, plus = (bulk((k[0], k[1], q)) for q in (-1, 0, 1))
    h = (np.kron(zero, np.eye(modes)) + np.kron((plus - minus) / 2, kz)
         + np.kron((plus + minus) / 2 - zero, kz2))
    if barrier:
        z = (np.arange(3000) + 0.5) * box / 3000
        outside = np.abs(z - box / 2) > width / 2
        modes_z = np.sin(np.outer(n, z) * np.pi / box)
        v = -barrier * 2 / 3000 * (modes_z * outside) @ modes_z.T
        h = h + np.kron(np.eye(len(zero)), v)
    return h


def well4(k):
    return well(four_band, k)


def well6(k):
    return well(six_band, k)


def finite6(k):
    return well(six_band, k, modes=40, pad=10.0, barrier=offset)


# Second-order mixing formula against the four-band well
hh1 = T * inv_z * (np.pi / width)**2
n_even = np.arange(2, 13, 2)
lh_n = splitting4 + T * (g1 + 2 * g2) * (n_even * np.pi / width)**2
kz_element = 4 * n_even / (width * (n_even**2 - 1))
inv_well4 = inv_plane - 12 * g3**2 * T * np.sum(kz_element**2 / (lh_n - hh1))
assert np.isclose(inverse_mass(well4, X), inv_well4, rtol=1e-3)
inv_well6 = inverse_mass(well6, X)
inv_finite = inverse_mass(finite6, X)
assert inv_well6 > inv_z and inv_finite > inv_z


# Finite-barrier HH level: matching condition against sine-mode matrix
def matching(energy):
    q = np.sqrt(energy / (T * inv_z))
    decay = np.sqrt((offset - energy) / (T * inv_z))
    return q * np.tan(q * width / 2) - decay


hh1_finite = brentq(matching, 1e-6, hh1 * (1 - 1e-9))
top_finite = np.linalg.eigvalsh(finite6((0, 0, 0)))[-1]
assert abs(edges[-1] - top_finite - hh1_finite) < 2e-5

# Subband distances; at zero in-plane k each sine mode is separate
levels = np.linalg.eigvalsh(six_band((0, 0, np.pi / width)))
lh1_distance = levels[-1] - levels[3]
hh2_distance = 3 * hh1
well_edge = np.linalg.eigvalsh(well6((0, 0, 0)))[-1]


def thermal_mass(direction):
    """In-plane mass hbar^2 k/(dE/dk) one kT from the HH1 edge."""
    u = np.array(direction) / np.linalg.norm(direction)

    def drop(k):
        return well_edge - np.linalg.eigvalsh(well6(k * u))[-1]

    k = brentq(lambda q: drop(q) - kT, 0.05, 0.8)
    h = 1e-3
    return k, 2 * T * k / ((drop(k + h) - drop(k - h)) / (2 * h))


k100, mass100 = thermal_mass(X)
k110, mass110 = thermal_mass(DIAG)

# Estimates of the in-plane mass when the direct gap changes
gap_strain = gap_deformation * (2 * strain_plane + strain_z) - delta
gap_confine = T * (np.pi / width)**2 / electron_mass + hh1
gap_heat = gap_warm - gap_cold


def mass_with_gap(change):
    return 1 / (inv_plane + kane_energy / 2
                * (1 / (gap_cold + change) - 1 / gap_cold))


dos = const.m_e / inv_plane / (np.pi * const.hbar**2) * const.e * 1e-7

print(f"Luttinger g1, g2, g3 (rough): {g1}, {g2}, {g3}")
print(f"hbar^2/(2 m0): {T:.5f} eV nm^2")
print(f"split-off energy (rough): {split_off:.2f} eV")
print(f"shear potential b (rough): {shear_b:.1f} eV")
print(f"C12/C11 (rough): {c12_over_c11:.2f}")
print(f"in-plane strain: {100*strain_plane:.2f} %")
print(f"growth-axis strain: {100*strain_z:.3f} %")
print(f"HH strain shift delta: {1e3*delta:.2f} meV")
print(f"HH-LH splitting, four-band: {1e3*splitting4:.2f} meV")
print(f"HH-LH splitting, six-band: {1e3*splitting6:.2f} meV")
print(f"HH m0/m_z: {inv_z:.2f}; m0/m_plane: {inv_plane:.2f}")
print(f"HH m_z: {1/inv_z:.4f} m0")
print(f"HH m_plane: {1/inv_plane:.4f} m0")
print(f"HH ratio m_z/m_plane: {inv_plane/inv_z:.2f}")
print(f"six-band numerical HH m_z: {1/inverse_mass(six_band, Z):.4f} m0")
print(f"six-band numerical HH m_plane: {1/inverse_mass(six_band, X):.4f} m0")
print(f"unstrained upper-band mass along x: "
      f"{1/inverse_mass(relaxed, X):.4f} m0")
print(f"LH m_z, four-band: {1/(g1+2*g2):.4f} m0")
print(f"LH m_plane, four-band: {1/(g1-g2):.4f} m0")
print(f"LH m_z, six-band: {1/inverse_mass(six_band, Z, 3):.4f} m0")
print(f"LH m_plane, six-band: {1/inverse_mass(six_band, X, 3):.4f} m0")
print(f"HH m_z if g2 is larger by 0.05: {1/(inv_z-0.1):.4f} m0")
print(f"HH m_plane if g2 is larger by 0.05: {1/(inv_plane+0.05):.4f} m0")
print(f"bulk [110] k for 10 % loss of m0/m: {k10:.4f} 1/nm")
print(f"numerical m0/m at that k: {slope:.2f}")
print(f"hole energy at that k: {1e3*bulk_hole(t10):.2f} meV")
print(f"well width: {width:.1f} nm")
print(f"HH1 confinement, hard walls: {1e3*hh1:.2f} meV")
print(f"barrier offset (rough): {1e3*offset:.0f} meV")
print(f"HH1 confinement, finite barrier: {1e3*hh1_finite:.2f} meV")
print(f"2D density of states, m_plane: {dos:.3e} 1/(meV cm^2)")
print(f"HH1 edge m_plane, hard well, four-band: {1/inv_well4:.4f} m0")
print(f"HH1 edge m_plane, hard well, six-band: {1/inv_well6:.4f} m0")
print(f"HH1 edge m_plane, finite well, six-band: {1/inv_finite:.4f} m0")
print(f"temperature: {temperature:.0f} K; kT: {1e3*kT:.2f} meV")
print(f"k one kT from HH1 edge, [100]: {k100:.3f} 1/nm")
print(f"k one kT from HH1 edge, [110]: {k110:.3f} 1/nm")
print(f"hard-well mass there, [100]: {mass100:.4f} m0")
print(f"hard-well mass there, [110]: {mass110:.4f} m0")
print(f"HH1-HH2 distance, hard well: {1e3*hh2_distance:.1f} meV")
print(f"HH1-LH1 distance, hard well: {1e3*lh1_distance:.1f} meV")
print(f"Boltzmann factor HH2: {np.exp(-hh2_distance/kT):.3f}")
print(f"Boltzmann factor LH1: {np.exp(-lh1_distance/kT):.3f}")
print(f"Kane energy (rough): {kane_energy:.0f} eV")
print(f"direct gap cold, 300 K (rough): {gap_cold:.2f}, {gap_warm:.2f} eV")
print(f"gap deformation potential (rough): {gap_deformation:.1f} eV")
print(f"electron mass (rough): {electron_mass:.2f} m0")
print(f"s-band part of in-plane m0/m: {s_part:.2f}")
print(f"gap change by strain: {1e3*gap_strain:.1f} meV")
print(f"gap change by hard-wall confinement: {1e3*gap_confine:.1f} meV")
print(f"m_plane with 300 K gap: {mass_with_gap(gap_heat):.4f} m0")
print(f"m_plane with strained gap: {mass_with_gap(gap_strain):.4f} m0")
print(f"m_plane with confined gap: {mass_with_gap(gap_confine):.4f} m0")
print(f"m_plane with all three gap changes: "
      f"{mass_with_gap(gap_heat+gap_strain+gap_confine):.4f} m0")
print("tests ok")
```

It prints:

```
Luttinger g1, g2, g3 (rough): 13.4, 4.2, 5.7
hbar^2/(2 m0): 0.03810 eV nm^2
split-off energy (rough): 0.30 eV
shear potential b (rough): -2.2 eV
C12/C11 (rough): 0.37
in-plane strain: -0.40 %
growth-axis strain: 0.296 %
HH strain shift delta: 15.31 meV
HH-LH splitting, four-band: 30.62 meV
HH-LH splitting, six-band: 28.99 meV
HH m0/m_z: 5.00; m0/m_plane: 17.60
HH m_z: 0.2000 m0
HH m_plane: 0.0568 m0
HH ratio m_z/m_plane: 3.52
six-band numerical HH m_z: 0.2000 m0
six-band numerical HH m_plane: 0.0568 m0
unstrained upper-band mass along x: 0.2000 m0
LH m_z, four-band: 0.0459 m0
LH m_plane, four-band: 0.1087 m0
LH m_z, six-band: 0.0501 m0
LH m_plane, six-band: 0.0988 m0
HH m_z if g2 is larger by 0.05: 0.2041 m0
HH m_plane if g2 is larger by 0.05: 0.0567 m0
bulk [110] k for 10 % loss of m0/m: 0.0852 1/nm
numerical m0/m at that k: 15.65
hole energy at that k: 4.61 meV
well width: 10.0 nm
HH1 confinement, hard walls: 18.80 meV
barrier offset (rough): 100 meV
HH1 confinement, finite barrier: 11.45 meV
2D density of states, m_plane: 2.373e+10 1/(meV cm^2)
HH1 edge m_plane, hard well, four-band: 0.0698 m0
HH1 edge m_plane, hard well, six-band: 0.0700 m0
HH1 edge m_plane, finite well, six-band: 0.0790 m0
temperature: 300 K; kT: 25.85 meV
k one kT from HH1 edge, [100]: 0.251 1/nm
k one kT from HH1 edge, [110]: 0.352 1/nm
hard-well mass there, [100]: 0.1473 m0
hard-well mass there, [110]: 0.7404 m0
HH1-HH2 distance, hard well: 56.4 meV
HH1-LH1 distance, hard well: 77.5 meV
Boltzmann factor HH2: 0.113
Boltzmann factor LH1: 0.050
Kane energy (rough): 26 eV
direct gap cold, 300 K (rough): 0.89, 0.80 eV
gap deformation potential (rough): -9.0 eV
electron mass (rough): 0.04 m0
s-band part of in-plane m0/m: 14.61
gap change by strain: 30.0 meV
gap change by hard-wall confinement: 112.8 meV
m_plane with 300 K gap: 0.0520 m0
m_plane with strained gap: 0.0584 m0
m_plane with confined gap: 0.0627 m0
m_plane with all three gap changes: 0.0596 m0
tests ok
```
